Fitting a Point-Charge Shell to the Ewald Potential of a Crystal

**Definitions and conventions**

A cluster treated by quantum mechanics sits in an infinite crystal of rigid point ions with charges Z_i. The cell is neutral. The aim is to replace the infinite lattice by a finite set of charges that gives the same potential where the cluster electrons are.

The algebra uses atomic units, so a charge q at distance d gives the potential q/d. Numerical potentials are quoted as the energy in eV of a unit positive charge; one elementary charge at 1 Å gives 14.40 eV. Lengths are in Å.

V(r) is the Ewald potential, defined with zero average over the cell and no macroscopic field. All ions with |r| < C, measured from the cluster centre, are called explicit, and D is the distance of the nearest omitted ion. The residual potential is

W(r) = V(r) − Σ_explicit Z_i/|r − r_i|.

Charges q_j at points s_j on a sphere of radius R are to reproduce W in the ball r ≤ a, with a < R. The embedding field is then that of the shell plus those explicit ions that do not belong to the quantum cluster; the quantum ions are represented by their own nuclei and electrons.

**Two charges by hand**

Put two unknown charges q₊ and q₋ on the z axis at z = +R and z = −R. Match the potential at z = +a and z = −a, where its values are W₊ and W₋:

W₊ = q₊/(R − a) + q₋/(R + a)
W₋ = q₊/(R + a) + q₋/(R − a).

Adding and subtracting the equations decouples them:

W₊ + W₋ = [2R/(R² − a²)] (q₊ + q₋)
W₊ − W₋ = [2a/(R² − a²)] (q₊ − q₋).

The two factors are the singular values of the 2×2 matrix, and their ratio, the condition number, is R/a. The sum of the charges makes a nearly constant potential and is well determined. The difference makes a nearly uniform field whose potential vanishes at the centre and grows only in proportion to z, so it is small at the matching points when a is small. Data errors δ₊ and δ₋ change it by

(δ₊ − δ₋)(R² − a²)/(2a),

which diverges as a → 0.

Now let the target come from one omitted ion Z at z = D, so that W₊ = Z/(D − a) and W₋ = Z/(D + a). Their sum is 2ZD/(D² − a²) and their difference 2Za/(D² − a²). Therefore

q₊ + q₋ = Z (D/R)(R² − a²)/(D² − a²) → Z R/D
q₊ − q₋ = Z (R² − a²)/(D² − a²) → Z R²/D²,

where the arrows give the limit a → 0. The constant part costs one power of R/D, the field two. If the shell lies inside the omitted ion, R < D, the higher part needs less charge; if it lies outside, it needs more.

Regularisation penalises large charges. For a mode with singular value σ, datum β and unknown x, minimise (σx − β)² + λ²x². Setting the derivative to zero gives

x = σβ/(σ² + λ²).

For σ ≫ λ this is the plain solution β/σ; for σ ≪ λ it tends to zero instead of amplifying the error in β.

Two charges match the potential at two points only. Matching it in a whole ball needs many, and each further multipole brings a smaller singular value.

**The target: Ewald sum and its constant**

Give each ion a compensating Gaussian of charge −Z_i and add the same Gaussian back with charge +Z_i. With width parameter η, an ion and its compensation give Z_i erfc(ηd)/d, which is short-ranged. The added Gaussians are smooth and are summed in reciprocal space, where Poisson's equation divides by G²:

V(r) = Σ_i Z_i erfc(η|r − r_i|)/|r − r_i| + (4π/Ω) Σ_{G≠0} [exp(−G²/4η²)/G²] S(G) exp(iG·r).

Here Ω is the cell volume, S(G) = Σ_cell Z_i exp(−iG·r_i), and the first sum runs over all ions. Leaving out G = 0 makes the average of the second sum zero. In the first sum each ion contributes Z_i π/η² to the cell integral, and neutrality cancels the total.

A sum over neutral units can have another constant. Let a unit have no dipole and cubic symmetry. Its charge density at small k is

ρ(k) = Σ q exp(−ik·x) ≈ −½ Σ q (k·x)² = −(k²/6) Σ q x².

Its potential is 4πρ(k)/k², so the integral of the potential is −(2π/3) Σ q x². One unit per volume Ω_u therefore adds the average −(2π/3Ω_u) Σ q x². This constant depends on how the crystal is divided into units, that is, on its surface termination. The absolute level is thus a convention to be stated with the embedding.

**Why the surface of the ball is enough**

Subtracting the explicit ions removes their singularities, so W obeys Laplace's equation for r < D. The shell potential does so for r < R. Their difference is harmonic in the ball, and by the maximum principle its largest magnitude lies on the surface r = a. It suffices to sample there.

Let the sample points r_i and the shell points s_j carry solid-angle weights w_i and w_j, each set summing to 4π. Define

A_ij = √w_i √w_j/|r_i − s_j|,  c_j = q_j/√w_j,  b_i = √w_i W(r_i).

Then Σ_j A_ij c_j is √w_i times the shell potential. The squared misfit ‖Ac − b‖² approximates the surface integral of the squared error, so ‖Ac − b‖ = √(4π) times the rms error. Since q_j/w_j is a charge per solid angle, ‖c‖² is the integral of its square. It measures the strength of the layer in a way that does not depend on the mesh.

**How ill-conditioned the problem is**

For |r_i| = a < |s_j| = R the multipole expansion reads

1/|r_i − s_j| = Σ_l [4π/(2l+1)] (a^l/R^(l+1)) Σ_m Y_lm(r_i) Y_lm(s_j),

with real spherical harmonics. Multiplied by the root weights, each term is a product of a column vector √w_i Y_lm(r_i) and a row vector √w_j Y_lm(s_j). Where the weights integrate products of harmonics correctly, these vectors are orthonormal, and the singular values are

s_l = 4π a^l/[(2l+1) R^(l+1)], each (2l+1)-fold.

High degrees that the finite point set confuses with low ones (aliasing) correct this.

A bound holds without orthogonality. Write t = a/R. The degrees 0 to K−1 form a matrix of rank at most K², so σ_(K²+1) is no larger than the norm of the rest. For degree l the squared norm of the matrix √w_i Y_lm(r_i) is at most the sum of its squared elements,

Σ_i w_i Σ_m Y_lm² = Σ_i w_i (2l+1)/(4π) = 2l+1,

and the same holds on the shell. The degree-l term of A thus has norm at most (2l+1)s_l = (4π/R)t^l. Summing the geometric series from l = K,

σ_(K²+1) ≤ (4π/R) t^K/(1 − t).

For the largest singular value take the unit vectors √(w_i/4π) and √(w_j/4π). Between them A has the value (1/4π) Σ_ij w_i w_j/|r_i − s_j|. The average of 1/|r − s_j| over the inner sphere is 1/R, so with accurate sample weights σ_1 ≥ 4π/R. With N charges and at least as many samples, K = ⌊√(N−1)⌋ gives

κ = σ_1/σ_N ≥ (1 − t) t^(−K).

The condition number grows at least exponentially in √N, however the charges are placed on the sphere. The physical reason is that fine charge patterns on the shell have potentials that die out before they reach the cluster.

**Which shell radii admit a solution**

Expand W = Σ W_lm r^l Y_lm. A surface density Σ σ_lm Y_lm on radius R gives inside the potential Σ [4π/(2l+1)] σ_lm (r^l/R^(l−1)) Y_lm. Equating coefficients,

σ_lm = (2l+1) R^(l−1) W_lm/(4π).

The operator r∂_r multiplies r^l by l, so the factor 2l+1 can be written as 1 + 2r∂_r, and the density is

density = (W + 2R ∂_r W)/(4πR), taken at r = R.

For R < D the residual W is smooth on the shell, and this layer reproduces it in the whole interior. With quadrature weights, q_j = w_j R (W + 2R ∂_r W)/(4π) gives the charges without any least squares, though it may need a fine mesh.

One omitted ion Z at distance d in direction n has W_lm = 4πZ Y_lm(n)/[(2l+1)d^(l+1)]. The charge per solid angle, R² times the density, then has coefficients

τ_lm = Z (R/d)^(l+1) Y_lm(n).

For l = 0 and 1 these are the powers R/D and R²/D² found by hand.

For R > D no square-integrable layer can reproduce W in the ball. Its potential would be harmonic for all r < R. Two harmonic functions that agree in a ball agree throughout a connected region where both are harmonic, so it would equal W up to the omitted ion at D. There W diverges while the layer potential stays finite, a contradiction. A truncated fit for r ≤ a remains possible, but its charges grow as more degrees are included.

**Total charge and neutrality**

The l = 0 part has the potential Q/R inside the shell, so Q = Σ q_j = R W(0). This is in general not minus the explicit charge, since the constant also contains distant ions and the zero-average convention. To make the finite set neutral, spread an extra charge ΔQ uniformly. It shifts the potential in the ball by ΔQ/R and leaves the field unchanged. At fixed electron number all total energies of the cluster shift equally, so excitation energies survive. An ionisation energy, which changes the electron number, does not.

**Regularised solution and its error bounds**

Minimising ‖Ac − b‖² + λ²‖c‖² gives (AᵀA + λ²)c = Aᵀb. With singular vectors u_k and v_k,

c_λ = Σ_k [σ_k/(σ_k² + λ²)] (u_k·b) v_k.

Suppose a layer c* of moderate norm reproduces the data up to an error e, so that b = Ac* + e with ‖e‖ = ε. The error e holds both the noise and what the discrete shell cannot represent. Insert b and set f_k = σ_k²/(σ_k² + λ²):

u_k·A(c_λ − c*) = f_k (u_k·e) − (1 − f_k) σ_k (v_k·c*).

The first factor is at most 1. In the second, (1 − f_k)σ_k = λ²σ_k/(σ_k² + λ²) ≤ λ/2, because σ_k² + λ² ≥ 2σ_kλ. Hence

‖A(c_λ − c*)‖ ≤ ε + λ‖c*‖/2.

In the same way v_k·c_λ = f_k (v_k·c*) + [σ_k/(σ_k² + λ²)](u_k·e), and the last factor is at most 1/(2λ), so

‖c_λ‖ ≤ ‖c*‖ + ε/(2λ).

With λ = kε/‖c*‖ the bounds are (1 + k/2)ε and (1 + 1/(2k))‖c*‖. At k = 1 both are 1.5 times the reference, and an error of a factor two in estimating ε or ‖c*‖ does little harm.

**The method in general**

1. Choose the fit radius a to hold the cluster, the explicit cutoff C, and R between a and D, with a margin on both sides. The first margin limits aliasing, the second keeps the layer smooth.
2. Compute W on the sphere r = a and form A and b.
3. Obtain a reference layer by projecting the data on degrees l ≤ L and dividing by s_l. Its norm and misfit supply ‖c*‖ and ε. Keep L low enough that data errors divided by s_l do not dominate the norm.
4. Set λ = ε/‖c*‖, compute c_λ from the singular value decomposition, and set q_j = √w_j c_j.
5. Check the potential at points not used in the fit, also outside the ball. A harmonic error of degree l grows there as (r/a)^l.

**An oxygen-centred cluster in CeO₂**

Such a cluster is the starting point for an oxygen vacancy. The fluorite structure and the formal charges +4 and −2 fix the field; the cubic edge B is set to 5.4 Å, a rough size. The explicit cutoff of 7.3 Å keeps 44 Ce and 81 O, with total charge

44 × 4 − 81 × 2 = 14 e.

The nearest omitted ion is at 7.637 Å. The fit ball has a = 3.5 Å. It contains the central oxygen, its four Ce neighbours at √3B/4 = 2.34 Å and six O at B/2 = 2.7 Å. The shell has 392 charges at R = 6.3 Å, so t = 0.5556, and 800 surface points are sampled.

The Ewald sum was tested against a direct sum of units made of one Ce and eight corner charges of −1/2 e, a quarter of the O charge, since four units share each O. For these, Σ q x² = −4 × 3B²/16 = −3B²/4 and Ω_u = B³/4, so the added constant is 2π/B, or 2π × 14.40/5.4 = 16.755 eV. With it the two sums differ by at most 0.00002 eV at the test points. The closed layer formula, with 2738 nodes, reproduces W equally well on the ball's surface.

*Conditioning.* The computed singular values agree with s_l in the tested range, degrees 0 to 9. Relative to the largest they fall to 0.0245 at l = 3 and 0.00027 at l = 9. For 400 charges on a nearly uniform spiral κ is 1.5×10⁷, above the lower bound 3.1×10⁴. The 392-charge shell is far worse, with κ near 10¹⁵. This is close to the limit of double precision, so only the order of magnitude should be relied on.

Its geometry accounts for a strong excess. The charges form 14 rings of 28. Alternating signs on a ring at polar angle θ excite only harmonics with m an odd multiple of 14, hence l ≥ 14, and these contain the factor sin¹⁴θ. On the small rings near the poles this factor is tiny on top of t¹⁴. Such patterns are almost invisible to the cluster. For alternating charges on one polar ring, ‖Ac‖/‖c‖ is 2×10¹⁴ times smaller than the largest singular value; on a ring next to the equator it is only about 10⁵ times smaller.

*Shell position.* At R = 6.3 Å the layer strength, in e/√sr, is 2.8, 4.4 and 1.0 for l = 3, 8 and 14. The decay is not monotonic, since many ions interfere. At R = 11 Å, beyond the nearest omitted ion, the same data require 26, 662 and 4378.

*Choice of λ.* Random noise of 1 meV rms was added to the data. The reference layer, projected here from noise-free data, misses the clean potential by 0.10 meV rms and the noisy data by 0.964 meV rms. Its norm is 8.273 e/√sr. Therefore

λ = √(4π) × 0.964/8.273 = 0.413 meV sr/e.

The largest singular value is 4π × 14.40/6.3 = 28.7 eV sr/e, and the ratio is 1.44×10⁻⁵. From s_l/s_0 = t^l/(2l+1), which is 1.8×10⁻⁵ at l = 13 and 0.9×10⁻⁵ at l = 14, the filter passes half of the signal near these degrees.

The scan gives the largest errors against the clean potential at 3.5 Å and at 4.5 Å, and the largest charge:

λ = 0: 1.9 meV, 4837 meV, 10⁸ e
0.1 × chosen: 1.6 meV, 49 meV, 0.51 e
chosen: 1.7 meV, 29 meV, 0.23 e
10 × chosen: 5.0 meV, 60 meV, 0.24 e
1000 × chosen: 292 meV, 1074 meV, 0.07 e

Without regularisation the fit looks good on the ball, yet its charges are absurd, and only 1 Å further out, where electron tails may reach, the potential is wrong by several eV. The exact error there depends on the noise sample, and its size belongs to this ring mesh with its κ near 10¹⁵. A nearly uniform mesh, whose κ is eight orders of magnitude smaller, amplifies the noise far less, though without regularisation its charges and its error at 4.5 Å are still well above those of the regularised fit. The chosen λ is the best of the scanned values at 4.5 Å. At 3.5 Å one tenth of it does slightly better here, but so small a difference in a single noise sample does not rank the two. Far too large a λ suppresses multipoles that the crystal field contains. At the interior test points the chosen fit errs by at most 0.3 meV, less than on the surface, as the maximum principle requires.

*Levels.* The mean residual potential is −25.262 eV, so the shell must carry

Q = −25.262 × 6.3/14.40 = −11.05 e,

which the fit gives. Neutrality would need −14 + 11.05 = −2.95 e more and would shift the potential in the ball by −2.95 × 14.40/6.3 = −6.74 eV. Such a shift is harmless for an excitation at fixed electron number and ruinous for an absolute level.

With each site's own ion left out, the Ewald potential is 21.710 eV at the central O and −40.350 eV at a neighbouring Ce. The fitted set agrees to about 0.1 meV. The signs are those that bind an anion at the first site and a cation at the second.

This agreement measures the fit to the point-ion model, not the accuracy of the model for ceria. Ionic polarisation, covalency and lattice relaxation are left out, and so is the short-range repulsion that keeps cluster electrons off neighbouring bare cations. The fit also loses its meaning for electron density that reaches the shell, where the potential of discrete charges replaces that of the crystal. Further values are in the numerical output.

Computed values

```
cubic edge 5.40 angstrom; charges Ce +4, O -2 e
explicit cutoff 7.30 angstrom
explicit ions: 44 Ce, 81 O
total explicit charge 14.0 e
nearest omitted ion 7.637 angstrom
fit-ball radius 3.50 angstrom, 800 sample points
shell radius 6.30 angstrom, 392 charges
radius ratio a/R 0.5556
constant added by sum over neutral units 16.755 eV
largest Ewald minus direct-sum difference 1.7e-05 eV
mean residual potential W(0) -25.2621 eV
closed-formula layer, 2738 nodes: max error 1.5e-05 eV
singular values relative to largest: degree, computed mean, formula
  0  1.0000e+00  1.0000e+00
  3  2.4495e-02  2.4495e-02
  6  2.2616e-03  2.2616e-03
  9  2.6533e-04  2.6533e-04
condition number of the 392-charge shell 1.32e+15
spiral shells: N, condition number, rigorous lower bound
  100  7.70e+03  8.82e+01
  200  1.67e+05  1.67e+03
  400  1.52e+07  3.15e+04
layer strength (e/sqrt(sr)): degree, R=6.3, R=11.0 angstrom
  3  2.793  25.96
  4  1.594  25.86
  8  4.392  662.39
  12  2.555  3581.40
  14  1.024  4377.63
noise put on the data 1.0 meV rms
reference-layer misfit without noise 0.101 meV rms
reference-layer misfit with noise 0.964 meV rms
norm of reference layer 8.273 e/sqrt(sr)
norm of regularised layer 8.138 e/sqrt(sr)
chosen lambda / largest singular value 1.438e-05
scan: lambda/chosen, max error at 3.5 A (meV), at 4.5 A (meV), max |q| (e)
  0  1.914  4836.613  104145364.4279
  0.001  1.908  181.747  18.6862
  0.1  1.555  49.257  0.5144
  1  1.738  28.775  0.2309
  10  4.981  59.616  0.2403
  1000  292.275  1074.159  0.0737
max error at interior test points 0.288 meV
total shell charge: fit -11.0525 e, R*W(0) -11.0524 e
extra charge for neutrality -2.9475 e
uniform shift from neutrality -6.7370 eV
site potential at O: Ewald 21.7100 eV, fit 21.7099 eV
site potential at Ce: Ewald -40.3502 eV, fit -40.3503 eV
```
